The p_z weight of the valence edge in tensile silicon

**Problem**

A silicon film with a (001) surface is stretched equally along x and y, so that ε_xx = ε_yy = e > 0. Its surface is free of normal stress, and there is no shear strain. At k = 0 the valence states are built from three p-like orbitals, p_x, p_y and p_z, each with two spin directions.

Find the highest valence state and the probability w that an electron in it occupies p_z. Follow w from weak to strong tension, and find the strains at which it reaches 0.90, 0.95 and 0.99. Evaluate the result at e = 1 %.

Use these rough typical values for silicon: spin-orbit splitting Δ = 44 meV, deformation potential b = −2.2 eV, and elastic constants C11 = 166 GPa and C12 = 64 GPa. Energies are electron energies, so the valence edge is the highest level. The hydrostatic shift, common to all six states, is dropped because it cannot change their composition.

**The strain energy**

The normal strain follows from the elastic energy density

u = ½C11(2e² + ε_zz²) + C12(e² + 2eε_zz).

With no normal stress, ∂u/∂ε_zz = C11ε_zz + 2C12e = 0, so

ε_zz = −2(C12/C11)e.

At e = 1 % this is −0.771 %: the film becomes thinner. Putting ε_zz back into u gives

u = [C11 + C12 − 2C12²/C11]e².

The two equal in-plane stresses σ do work ½(σe + σe) = σe, so the bracket, 180.7 GPa, is σ/e. One per cent strain therefore needs 1.81 GPa.

Without shear, strain moves the orbital energies but does not mix the orbitals. The constant b is defined so that p_z lies above p_x and p_y by

D = 3b(ε_zz − ε_xx) = −3b(1 + 2C12/C11)e.

Both b and ε_zz − ε_xx are negative, so D is positive and tension raises p_z. Numerically,

D = 3 × 2.2 eV × 1.771 × e = 11.69 eV × e,

which is 116.9 meV at 1 %. With the common shift removed, the three orbital energies add to zero: p_z lies at 2D/3, and p_x and p_y lie at −D/3.

**First estimate by scaling**

Two energies compete. Strain separates p_z from the other orbitals by D, while spin-orbit coupling mixes them with a strength of order Δ. The change of character should therefore occur near D = Δ, at a strain of

e ≈ 0.044/11.69 = 0.38 %.

For D much larger than Δ, perturbation theory gives an in-plane amplitude of order Δ/D, hence

1 − w ~ (Δ/D)².

At 1 %, D/Δ = 2.66. With an unknown prefactor set to one, the missing weight is 0.14 and w is about 0.86. This estimate gives neither the weak-strain value nor the prefactor.

**Exact solution: the matrix**

The spin-orbit energy is (2Δ/3)L·S, with L = 1, S = ½ and angular momenta in units of ħ. From

L·S = ½[j(j+1) − 2 − ¾],

L·S is ½ for j = 3/2 and −1 for j = 1/2. The unstrained levels are thus Δ/3 (four states) and −2Δ/3 (two states), separated by Δ as required.

Since p_x and p_y remain degenerate, strain keeps the symmetry about z, and m_j is conserved. Let p₊ be the orbital with L_z = 1. The state p₊↑ is alone at m_j = 3/2. It is the heavy hole, with energy

E_HH = Δ/3 − D/3.

At m_j = ½ there are two states, p_z↑ and p₊↓. Write

L·S = L_zS_z + ½(L₊S₋ + L₋S₊).

The diagonal elements of L·S are 0 and −½. Because L₊p_z = √2 p₊, the off-diagonal element is √2/2. Multiplying by 2Δ/3 and adding the strain energies gives, in the order p_z↑, p₊↓,

H = [ 2D/3, √2Δ/3 ; √2Δ/3, −(D + Δ)/3 ].

A semicolon separates the rows. States with negative m_j give the same energies and weights by time reversal.

At D = 0 the eigenvectors of this matrix are the light-hole and split-off states:

LH = √(2/3) p_z↑ + √(1/3) p₊↓, energy Δ/3,

SO = √(1/3) p_z↑ − √(2/3) p₊↓, energy −2Δ/3.

The strain energy has these elements between them:

⟨LH|strain|LH⟩ = (2/3)(2D/3) + (1/3)(−D/3) = D/3,

⟨SO|strain|SO⟩ = (1/3)(2D/3) + (2/3)(−D/3) = 0,

⟨LH|strain|SO⟩ = (√2/3)(2D/3 + D/3) = √2D/3.

In the order LH, SO, the same block is therefore

H = [ (Δ + D)/3, √2D/3 ; √2D/3, −2Δ/3 ].

In this basis strain produces the mixing. In the orbital basis spin-orbit coupling produces it.

**Exact solution: levels and weights**

In the orbital basis the mean of the diagonal elements is (D − Δ)/6. Half their difference is

h = ½[2D/3 + (D + Δ)/3] = ½(D + Δ/3),

and the coupling is c = √2Δ/3. The eigenvalues are the mean plus or minus √(h² + c²). Defining S, now an energy, as twice this root,

S² = (D + Δ/3)² + 8Δ²/9 = D² + 2DΔ/3 + Δ²,

E± = (D − Δ)/6 ± S/2.

To find the upper eigenvector, set h = (S/2)cos φ and c = (S/2)sin φ. The vector (cos(φ/2), sin(φ/2)) has eigenvalue S/2 for the traceless part, since

cos φ cos(φ/2) + sin φ sin(φ/2) = cos(φ/2),

and the second row works in the same way. The p_z weight is cos²(φ/2) = ½(1 + cos φ), or

w = ½[1 + (D + Δ/3)/S].

This state is the valence edge under tension, because

E₊ − E_HH = ½(D − Δ + S)

is positive: S > Δ when D > 0. The gap grows as 2D/3 at weak strain and approaches D − Δ/3 at strong strain.

The same calculation in the LH, SO basis, where half the diagonal difference is ½(Δ + D/3), gives the split-off share of the top state:

s = ½[1 − (Δ + D/3)/S].

**Weak and strong tension**

Let x = D/Δ. Then

w = ½[1 + (x + 1/3)/√((x + 1/3)² + 8/9)],

dw/dx = (4/9)/(x² + 2x/3 + 1)^(3/2) > 0.

The weight rises steadily. At weak tension,

w = 2/3 + 4x/9 + …,

so the edge starts as the pure light hole. At strong tension, expansion of the square root gives

1 − w → 2/(9x²),

so w approaches one without reaching it at finite strain. Meanwhile s approaches ½(1 − 1/3) = 1/3. A pure p_z state is thus two-thirds light hole and one-third split-off: strain must mix these states to remove the in-plane orbital.

The value 2/3 is a limit from the tensile side. At zero strain the top level has four degenerate states and no unique composition. Under compression D < 0, and then S < Δ + |D|, which makes E₊ − E_HH negative. The heavy hole becomes the edge, with w = 0.

To find the strain for a chosen w, use cos φ = 2w − 1 and sin φ = 2√(w(1 − w)). Since x + 1/3 = (2√2/3)cos φ/sin φ,

x = −1/3 + (√2/3)(2w − 1)/√(w(1 − w)).

This gives

- w = 0.90: x = 0.92, e = 0.35 %
- w = 0.95: x = 1.61, e = 0.61 %
- w = 0.99: x = 4.31, e = 1.6 %

**Numbers at 1 % tension**

With D = 116.9 meV, S = 137.9 meV. Hence

E₊ = (116.9 − 44.0)/6 + 137.9/2 = 81.1 meV,

E_HH = (44.0 − 116.9)/3 = −24.3 meV,

E₋ = 12.15 − 68.95 = −56.8 meV.

The edge lies 105.4 meV above the heavy hole. Its composition is

w = ½[1 + (116.9 + 14.7)/137.9] = 0.977,

s = ½[1 − (44.0 + 39.0)/137.9] = 0.199.

The approach to p_z can be read across the strain range:

e (%)    D/Δ      w       s
0.01    0.027   0.678   0.000
0.10    0.266   0.768   0.013
0.50    1.328   0.935   0.122
1.00    2.657   0.977   0.199
3.00    7.970   0.997   0.281

The last row extrapolates linear deformation-potential theory and shows the trend of the model.

**Comparison with the estimate**

Scaling gives the right order of magnitude for the crossover. The exact weight is halfway between its limits 2/3 and 1 at D = 0.51Δ, a strain of 0.19 %, and at D = Δ it is already 0.91. It also gives the correct power law. At 1 %, however, it predicts a missing weight of 0.14, against the exact 0.023, about six times too much.

The formula accounts for this factor. The asymptotic prefactor is 2/9 instead of 1, which supplies a factor of 4.5. Replacing x² by (x + 1/3)² supplies another 1.27, since spin-orbit coupling itself lowers p₊↓ by Δ/3. The remaining factor of about 1.07 comes from using the full square root instead of its leading term.

**A real strained film**

One per cent tension is roughly that of silicon grown on a relaxed silicon-germanium layer containing a quarter germanium. Such a film can be transferred to an insulator. Consider one 10 nm thick at 300 K. This is about the equilibrium (Matthews–Blakeslee) critical thickness for 1 % mismatch, 9 to 10 nm, so thicker films keep the full strain only metastably. Changing b by 0.2 eV either way, with the other inputs fixed, moves w between 0.973 and 0.980.

Confinement between hard walls gives every orbital the same envelope, with k_z² = (π/thickness)². At zero in-plane k, the kinetic energies of p_z and p₊ are −(γ₁ + 4γ₂) and −(γ₁ − 2γ₂) times ħ²k_z²/2m₀, where m₀ is the free-electron mass. Their difference replaces D by D − 6γ₂ħ²k_z²/2m₀. For γ₂ = 0.34 this lowers D by 7.7 meV, and w becomes 0.974. The reduction grows as 1/thickness² and exceeds D below about 2.6 nm, where in this hard-wall model the heavy hole becomes the edge again.

Restricting the holes to k = 0 matters more than either of these changes. Thermal holes occupy a range of k, where the kinetic energy also couples p_z to p_x and p_y through terms −6γ₃(ħ²/2m₀)k_ik_j. A numerical average for bulk silicon at the same strain used the six-band matrix, γ₁ = 4.29, γ₃ = 1.45 and Boltzmann weights on a k-space grid. It gives a mean p_z weight of 0.80 for all holes, well below the band-edge value of 0.977. The average is sensitive to γ₃, because the combination γ₁ + γ₂ − 3γ₃ = 0.28 is a small difference that sets a nearly flat band: changing γ₃ by 0.03 either way moves the weight between 0.82 and 0.77, and the effective density of states quoted below between 5.9 and 7.3 × 10¹⁸ cm⁻³. More than half of the drop comes from |k| above 1 nm⁻¹, where the quadratic six-band form is less reliable.

Thermal occupation of lower bands does not explain the drop, because 98.3 % of the holes are in the top band. Even if the others had no p_z weight, the top-band average would be only 0.795/0.983 = 0.81. The orbital character therefore changes within the top band as k moves away from zero. The change depends on direction: along x all products k_ik_j with i ≠ j vanish and the state stays close to p_z, whereas in directions tilted between z and the film plane p_z mixes with the in-plane orbitals. These tilted directions supply most of the drop. Along the in-plane diagonal [110] the character changes in another way: the k_xk_y term makes the (p_x − p_y) band nearly flat, and a few kT below the edge it rises above the p_z band and becomes the top band.

This average omits film quantization, so 0.80 indicates the size of the effect and is not a prediction for the film. Boltzmann weights also require a hole density well below the calculated effective density of states, 6.4 × 10¹⁸ cm⁻³. The result w = 0.977 describes the band edge; it should not be used as the average character of room-temperature holes.
